# Nonlocal resistance of a narrow strip from double spin Hall conversion

## Nonlocal resistance from two spin Hall conversions

A current of 1 µA is sent across a strip 400 nm wide, from its lower edge to its upper edge. In the model treated here, with a spin Hall angle of 0.1, the two edges 2000 nm further along the strip differ by 0.74 µV. Ordinary spreading of the current would leave only about 0.0004 µV there. That is far too little, so something else must carry the signal. The carrier is a spin current, produced from charge current at the injector and turned back into a voltage at the detector.

### Model and conventions

The strip is a uniform thin film that extends along $x$ and occupies $-h<y<h$, with width $W=2h$. Spins $s=\pm1$ point out of the plane. Each species has an electrochemical potential, expressed as a voltage $V_s$, and conductivity $\sigma/2$. All current densities are per unit width, and $R_\square=1/\sigma$ is the sheet resistance to leading order in the spin Hall angle $\theta$. (A long strip much narrower than the spin diffusion length measures $R_\square/(1+\theta^2)$.) Spin–orbit coupling deflects the species in opposite directions:

$$\mathbf j_s=-\frac{\sigma}{2}\left(\nabla V_s+s\,\theta\,\tilde\nabla V_s\right),\qquad \tilde\nabla f=(\partial_y f,\,-\partial_x f). \tag{1}$$

The spin Hall angle $\theta$ is the Hall ratio of one species. Transport is linear and diffusive, and there is no magnetic field. Define

$$V=\tfrac12(V_++V_-),\qquad U=\tfrac12(V_+-V_-).$$

Adding the two currents gives the charge current $\mathbf j$. Subtracting them gives the spin current $\mathbf q$, in charge units:

$$\mathbf j=-\sigma(\nabla V+\theta\tilde\nabla U),\qquad \mathbf q=-\sigma(\nabla U+\theta\tilde\nabla V). \tag{2}$$

The same $\theta$, with the same sign, governs both conversions.

In the steady state $\nabla\cdot\mathbf j=0$. Spin is lost at a rate set by the spin lifetime $\tau$. If $N$ is the density of states for both spins, the difference in charge density between the species is $e^2NU$. The Einstein relation $\sigma=e^2ND$, with $D$ the diffusion constant, then gives

$$\nabla\cdot\mathbf q=-\frac{e^2NU}{\tau}=-\frac{\sigma U}{\lambda^2},\qquad \lambda^2=D\tau. \tag{3}$$

For uniform $\theta$ the Hall terms drop out of the divergences, because $\nabla\cdot\tilde\nabla f=\partial_x\partial_yf-\partial_y\partial_xf=0$. Hence

$$\nabla^2V=0,\qquad \nabla^2U=U/\lambda^2. \tag{4}$$

Charge and spin are coupled only through the edges. There the contacts pass no spin, and they inject current $I$ at $x=0$:

$$q_y(x,\pm h)=0,\qquad j_y(x,\pm h)=I\,\delta(x). \tag{5}$$

### Direct conversion at the injector

The $y$ component of the charge current in (2) is $j_y=-\sigma\partial_yV+\sigma\theta\,\partial_xU$, so $-\sigma\partial_yV=j_y-\sigma\theta\,\partial_xU$. Inserting this in $q_x=-\sigma\partial_xU-\sigma\theta\,\partial_yV$ gives

$$q_x=-\sigma(1+\theta^2)\,\partial_xU+\theta j_y. \tag{6}$$

The last term is the spin current driven by the transverse charge current. Its integral over the width follows from $\nabla\cdot(y\,\mathbf j)=j_y$, which holds because $\nabla\cdot\mathbf j=0$. With the edge values (5),

$$\int_{-h}^{h}j_y\,dy=WI\,\delta(x)+\frac{dM}{dx},\qquad M=\int_{-h}^{h}y\,j_x\,dy. \tag{7}$$

The moment $M$ describes how the current bulges sideways between the contacts. Near the injector it extends over a distance of order $W$ and is odd in $x$. Its derivative therefore has zero integral and zero first moment, and it changes a field varying on the scale $\lambda$ by a relative amount of order $(W/\lambda)^2$. For $W\ll\lambda$ it is dropped.

Let a bar denote an average over the width. Averaging (6) and (3), with no spin current through the edges, gives

$$\bar q=-\sigma(1+\theta^2)\bar U'+\theta I\,\delta(x),\qquad \bar q\,'=-\sigma\bar U/\lambda^2. \tag{8}$$

Away from $x=0$ these combine to

$$\bar U''=\bar U/\Lambda^2,\qquad \Lambda=\lambda\sqrt{1+\theta^2}. \tag{9}$$

The solutions that vanish far away are $A_+e^{-x/\Lambda}$ on the right and $A_-e^{x/\Lambda}$ on the left. Two conditions at $x=0$ fix the amplitudes.

- Since $\bar U$ is finite, (8) makes $\bar q$ continuous. The slopes on the two sides are then equal: $-A_+/\Lambda=A_-/\Lambda$, so $A_-=-A_+$.
- A continuous $\bar q$ contains no delta function. The one in the source must be cancelled by a jump of $\bar U$: $\sigma(1+\theta^2)(A_+-A_-)=\theta I$.

The result is

$$\bar U(x)=\frac{\theta R_\square I}{2(1+\theta^2)}\,\mathrm{sgn}(x)\,e^{-|x|/\Lambda}. \tag{10}$$

The injector pushes opposite spins to opposite sides. The factor $1/2$ arises because the jump is shared equally between the two halves of the strip.

### Inverse conversion at the detector

The detector measures the lower edge minus the upper edge at $x=L$ and draws no current. From $\partial_yV=\theta\,\partial_xU-R_\square j_y$,

$$V(L,-h)-V(L,h)=-\int_{-h}^{h}\partial_yV\,dy=-\theta W\bar U'(L)+R_\square\frac{dM}{dx}. \tag{11}$$

Here (7) was used away from the injector. To size the last term, take the leading profile $V\simeq\theta y\bar U'$. The edge condition $q_y=0$ reads $\partial_yU=\theta\,\partial_xV$. Using it across the narrow strip gives $j_x\simeq-\sigma(1+\theta^2)\theta y\bar U''$. The integral of $y^2$ is $W^3/12$, so by (9) the last term of (11) is $W^2/(12\lambda^2)$ times the first. It is dropped for a narrow strip.

The slope of (10) at $L$ is $\bar U'(L)=-\bar U(L)/\Lambda$. Dividing (11) by $I$ gives

$$R_{nl}=\frac{\theta^2R_\square W}{2\lambda(1+\theta^2)^{3/2}}\,e^{-L/\Lambda}. \tag{12}$$

One factor $1+\theta^2$ comes from the amplitude in (10) and its square root from $1/\Lambda$. For $\theta^2\ll1$, and for $L$ not so many diffusion lengths that the small change of $\Lambda$ matters in the exponent,

$$\boxed{R_{nl}=\frac{\theta^2R_\square W}{2\lambda}\,e^{-L/\lambda}} \tag{13}$$

Each conversion supplies one factor of $\theta$. Reversing its sign reverses both the spin current and the voltage that a given spin current produces, so the measured sign is unchanged. The factor $W$ enters because the transverse field is integrated across the strip. The factor $1/\lambda$ enters because the voltage responds to the gradient of $U$, not to $U$ itself.

Measurements at several distances, with the other quantities fixed, give $\lambda$ from the slope of $\ln R_{nl}$. The amplitude then gives $|\theta|$ but not its sign. One distance is not enough: at fixed $L$, $W$, $\theta$ and $R_\square$, the function $\lambda^{-1}e^{-L/\lambda}$ has logarithmic derivative $-1/\lambda+L/\lambda^2$. It rises up to $\lambda=L$ and falls beyond, so a value below the maximum corresponds to two diffusion lengths.

The two coupled conservation laws were also solved numerically in two dimensions, without the width average. For $W=0.05\lambda$, distances of $0.5\lambda$ and $1.5\lambda$, and $|\theta|\le0.02$, the resistance agreed with (13) to 0.05% and the spin voltage with (10) to 0.03%.

### The ohmic background and the width correction

Equation (13) omits the ordinary spreading current. A Fourier solution of (4) and (5), valid for any width, contains both signals. Since injection drives a potential odd in $y$, write

$$V=\int\frac{dk}{2\pi}e^{ikx}a\sinh ky,\qquad U=\int\frac{dk}{2\pi}e^{ikx}b\cosh py,\qquad p^2=k^2+\frac1{\lambda^2}.$$

The two edge conditions at $y=h$ are

$$bp\sinh ph=i\theta k\,a\sinh kh, \tag{14}$$

$$ak\cosh kh-i\theta k\,b\cosh ph=-R_\square I. \tag{15}$$

Solving (14) for $b$ turns the second term of (15) into $+\theta^2k^2a\sinh kh\coth ph/p$, because $-(i\theta k)^2=\theta^2k^2$. The edge voltage in Fourier space is $-2a\sinh kh$. Therefore

$$R(L)=2R_\square\int\frac{dk}{2\pi}\,\frac{e^{ikL}\tanh kh}{k\left[1+\theta^2(k/p)\tanh kh\,\coth ph\right]}. \tag{16}$$

**Ohmic part.** Set $\theta=0$ and close the contour in the upper half plane. The poles of $\tanh kh$ lie at $k_n=i(2n+1)\pi/W$, with residue $1/h=2/W$. With $u=e^{-\pi L/W}$ the sum is

$$R_{ohm}=\frac{4R_\square}{\pi}\sum_{n=0}^{\infty}\frac{u^{2n+1}}{2n+1}=\frac{2R_\square}{\pi}\ln\frac{1+u}{1-u}=\frac{2R_\square}{\pi}\ln\coth\frac{\pi L}{2W}. \tag{17}$$

For $L$ well beyond $W$ this is $(4R_\square/\pi)e^{-\pi L/W}$. It has the same sign as the spin signal, so the sign cannot separate them; distance can. Equation (13) dominates when

$$\frac{4}{\pi}e^{-\pi L/W}\ll\frac{\theta^2W}{2\lambda}e^{-L/\lambda}. \tag{18}$$

If $W>\pi\lambda$, the ohmic exponential decays more slowly than $e^{-L/\lambda}$, and moving the detector away no longer isolates that spin signal.

**Spin part.** Expanding (16) to order $\theta^2$ gives the additional term

$$R_2=-2R_\square\theta^2\int\frac{dk}{2\pi}e^{ikL}\tanh^2(kh)\,\frac{\coth ph}{p}. \tag{19}$$

Near $p=0$, $\coth(ph)/p\simeq1/(hp^2)$, and $p^2=(k-i/\lambda)(k+i/\lambda)$. This is a simple pole at $k=i/\lambda$ with residue $\lambda/(2ih)$. There $\tanh^2(ih/\lambda)=-\tan^2(h/\lambda)$. Multiplying the residue by $i$ gives the pole's contribution to the integral, $-(\lambda/2h)\tan^2(h/\lambda)e^{-L/\lambda}$, and hence

$$R_2\simeq\frac{\theta^2R_\square W}{2\lambda}\left[\frac{\tan(W/2\lambda)}{W/2\lambda}\right]^2e^{-L/\lambda}. \tag{20}$$

For a narrow strip the remaining poles give terms that decay on the scale $W/\pi$ or faster. For $W=0.2\lambda$ and $L$ between $W$ and $2.5W$, their sum is within 4% of $-\theta^2R_{ohm}$: the Hall effect slightly lowers the spreading signal. The bracket expands to $1+W^2/(6\lambda^2)$, of which the detector term in (11) supplies half.

For a wide strip with $W=L=\lambda$ and $\theta=0.3$, the two-dimensional numerical solution and (16), smoothed over the width of the contacts, agree to 0.2% in the part of the signal that depends on $\theta$.

### A worked example

Take $W=400$ nm, $\lambda=L=2000$ nm, $R_\square=2000\ \Omega$, $\theta=0.1$ and $I=1$ µA. To leading order in $\theta$, the spin voltage beside the injector is

$$U(0^+)=\tfrac12(0.1)(2000\ \Omega)(1\ \mu\mathrm A)=100\ \mu\mathrm V.$$

At the detector it has fallen by $e^{-1}=0.3679$ to 36.8 µV. The spin current density there is

$$\frac{\theta I}{2\lambda}e^{-L/\lambda}=\frac{0.1\times1000\ \mathrm{nA}}{2\times2\ \mu\mathrm m}\times0.3679=9.20\ \mathrm{nA}/\mu\mathrm m.$$

Equation (13) then gives

$$R_{nl}=\frac{0.01\times2000\times400}{2\times2000}\times0.3679\ \Omega=0.736\ \Omega,$$

or 0.736 µV at 1 µA. Most of the reduction from 100 µV comes from the second conversion. The voltage is $\theta W/\lambda=0.02$ times the local spin voltage.

With everything but $L$ held fixed, (13) and (17) give:

| $L$ (nm) | Spin part (Ω) | Ohmic part (Ω) |
|---|---|---|
| 500 | 1.56 | 50.2 |
| 1000 | 1.21 | 0.99 |
| 2000 | 0.736 | $3.8\times10^{-4}$ |
| 4000 | 0.271 | $5.8\times10^{-11}$ |

At 500 nm the detector is little more than one width away and reads mainly spreading current. The Hall effect lowers that current's signal by about 0.5 Ω, so subtracting (17) from the full signal (16) leaves 1.04 Ω there, not 1.56 Ω. The two parts are comparable at 1000 nm. By 2000 nm the ohmic part is about 0.05% of the spin part. A decay length fitted to the full signal at the first two distances would be about 160 nm, which mostly reflects the geometry of the strip. Subtracting (17) does not cure this, because the remainder rises from 1.04 Ω at 500 nm to 1.20 Ω at 1000 nm. The same subtraction at 1000 and 2000 nm gives a decay length about 2% above $\lambda$.

The width factor in (20) is 1.0067. Keeping $\theta$ finite, as in (12), multiplies (13) by 0.990. Both corrections are small here.

### Side arms that absorb spin

Real contacts are often arms of the same film, and spin diffuses into them. Consider arms of width $w\ll\lambda$, much longer than $\lambda$, attached to both edges at $x=0$ and $x=L$. Work to leading order in $\theta$.

The arms do not alter the jump at the injector. Over distances much smaller than $\lambda$, relaxation is negligible and the driven solution has $\mathbf q=0$, or $\partial_xU=-\theta\,\partial_yV$. Integration along the strip through the junction gives a jump $\theta R_\square\int j_y\,dx=\theta R_\square I$, as before.

A pair of arms at potential $U_j$ removes a spin current $K=2\sigma wU_j/\lambda$. Removing $K$ at a point of the strip changes $U$ by $-(\lambda K/2\sigma W)e^{-|x-x_j|/\lambda}$, since half the current arrives from each side. With $g=w/W$ this change is $-gU_je^{-|x-x_j|/\lambda}$.

Let $A=\theta R_\square I/2$ and $E=e^{-L/\lambda}$. The injector field is odd, so its average over the arms at $x=0$ vanishes. The mean potentials at the two junctions obey

$$U_0=-g(U_0+EU_L),\qquad U_L=AE-g(U_L+EU_0). \tag{21}$$

The first equation gives $U_0=-rEU_L$, with

$$r=\frac{g}{1+g}=\frac{w}{W+w}.$$

The slope of $\bar U$ now differs on the two sides of the junction at $L$. Split the spin flow there into a part that arrives equally from both sides and leaves through the arms, and a part that passes straight through. Reflecting $x$ about $L$ leaves the first part unchanged but reverses the sign of $\theta$ in (2). The voltage between the arms is proportional to $\theta$ and is unaffected by the reflection, so the first part contributes nothing. Only the second part counts, and by (11) the detector responds to the mean of the two slopes. Its own arms produce opposite slopes on their two sides, which cancel in the mean. What remains is

$$-\lambda\bar U'(L)=AE-gEU_0=(1+g)U_L, \tag{22}$$

where the last step uses (21). Inserting $U_0$, and $gr=r^2(1+g)$, gives $(1+g)U_L=AE+r^2E^2(1+g)U_L$. The signal is therefore $AE$, its value without absorption, multiplied by

$$F=\frac{1}{1-r^2e^{-2L/\lambda}}. \tag{23}$$

Absorption lowers the spin voltage at the detector, but it steepens the approach to the junction and flattens the departure from it. The surviving correction comes from spin fields that travel back to the injector arms and return, and it raises the signal.

For $w=W$ in the example, $r=1/2$ and $F=1.035$. The distance dependence of (23) was tested in two dimensions at $W=0.05\lambda$, for $w=W$ and $w=W/2$. The ratio of the signals at $0.5\lambda$ and $2\lambda$ agreed with the prediction to 0.4%.

A numerical solution of the whole example, with arms 400 nm wide and 6000 nm long, gives a spin part of 0.81 Ω, which is 10% above (13). A mesh twice as coarse gives 0.82 Ω, and further refinement points to a value near 0.806 Ω, about 9.5% above (13). The width, angle and arm factors together account for about 3%. The remaining 6% is not derived here. It is a junction correction of first order in $W/\lambda$: for $w=W$, $L=\lambda$ and small $\theta$, the numerical signal exceeds (13) times $F$ by about $W/(3\lambda)$ for $W$ between $0.025\lambda$ and $0.2\lambda$. Equation (23) therefore fixes the amplitude only up to terms of order $W/\lambda$, not $(W/\lambda)^2$ as for the bare strip. The ohmic part is $9\times10^{-4}\ \Omega$, about twice the bare-strip value and still negligible.

### Relation to real films

The example is set in the regime of graphene decorated with adatoms at 300 K. A sheet resistance of a few kilohms and a spin diffusion length of order a micrometre are rough typical values. The Hall angle is the least certain input: its size in such films is debated, and 0.1 is a model choice. Since $R_{nl}\propto\theta^2$, halving it would reduce the signal to a quarter. The assumption of point contacts that absorb no spin fails for real arms, which in this geometry moves the result by roughly the 9.5% found above. A nonuniform adatom coverage would also break the assumption of uniform $\theta$ behind (4); its effect is not estimated here. Nor does a measured nonlocal voltage by itself prove spin transport, since heating and other mechanisms that do not involve spin can contribute. A response to an in-plane magnetic field, which makes the spins precess, is a common test.

The other assumptions can be sized for a carrier density $n=10^{12}\ \mathrm{cm^{-2}}$ and the graphene Fermi velocity $v_F\approx10^6$ m/s. The relations used are $k_F=\sqrt{\pi n}$, $E_F=\hbar v_Fk_F$, mean free path $\ell=h/(2e^2R_\square k_F)$, $D=v_F\ell/2$ and $\tau=\lambda^2/D$.

- The mean free path is 36 nm, about a tenth of the width, so diffusion is a reasonable description.
- The Fermi energy is 0.117 eV against $k_BT=0.026$ eV. The carriers are degenerate, though not strongly.
- The largest spin splitting is $2eU=0.20$ meV. The driving field in an arm 400 nm wide gives a carrier 0.18 meV over one mean free path. Both are far below $k_BT$, as linear response requires. Carrier heating along the 6000 nm arms, which drop about 30 mV each, is not estimated here; a smaller current reduces it.
- With these zero-temperature relations, the diffusion length implies a spin lifetime of 220 ps; using the density of states at 300 K lowers it by about 8%. An in-plane field of 26 mT turns a spin with $g=2$ by one radian in 220 ps. For a bare narrow strip with $L=\lambda$ and the same lifetime for all spin directions, such a field raises the signal by about 7.5%, and (13) is accurate for in-plane fields well below it. The response depends on distance: for weak fields it changes sign near $L=1.6\lambda$, and at $L=4\lambda$ a field 0.3 times as large already lowers the signal by about 12%.

In heavy metals such as platinum the spin diffusion length is only a few nanometres. A strip of ordinary lithographic width then has $W>\pi\lambda$, and (13) does not apply.

The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
TESTS (largest relative deviations)
spin voltage, narrow strip, 2D solver: 2.9e-04
R_nl, narrow strip, 2D solver: 5.4e-04
spectral integral, W = L = lambda, ohmic part: 1.4e-04
spectral integral, W = L = lambda, theta 0.3, spin part: 1.8e-03
width correction, W = 0.2 lambda: 2.7e-05
finite-angle correction, theta = 0.5: 5.4e-05
arm factor, amplitude: 3.2e-02; distance ratio: 3.5e-03
EXAMPLE INPUTS
W = 400 nm, lambda = 2000 nm, L = 2000 nm
R_sq = 2000 ohm, theta = 0.10, I = 1.0 uA
density = 1.0e+12 cm^-2, v_F = 1.0e+06 m/s, T = 300 K
EXAMPLE RESULTS
W/lambda = 0.200, exp(-L/lambda) = 0.3679
spin voltage U beside injector = 100.0 uV
spin voltage U at detector = 36.79 uV
spin current density at detector = 9.20 nA/um
R_nl = 0.7358 ohm
detector voltage = 0.7358 uV
DISTANCE: spin part, ohmic part of bare strip with point contacts
L = 500 nm: 1.5576 ohm, 5.018e+01 ohm
L = 1000 nm: 1.2131 ohm, 9.886e-01 ohm
L = 2000 nm: 0.7358 ohm, 3.838e-04 ohm
L = 4000 nm: 0.2707 ohm, 5.796e-11 ohm
NEGLECTED EFFECTS
finite width: factor 1.0067
finite Hall angle: factor 0.9901
spin absorption by arms, w = W: factor 1.0350
full H-shaped device, arms w = W, spin part = 0.809 ohm
same on mesh twice as coarse = 0.818 ohm
full device / narrow-strip formula = 1.100
ohmic part of full device = 9.0e-04 ohm
mean free path = 36.4 nm
mobility = 3121 cm2/Vs
diffusion constant = 182 cm2/s
spin lifetime implied by lambda = 220 ps
Fermi energy = 0.117 eV, kT = 0.0259 eV
largest spin splitting 2eU = 0.200 meV
field for 1 rad precession per spin lifetime (g = 2) = 25.9 mT
```
